# Energy window and cost of a two-stage screening funnel: test program

```python
"""
Screening funnel: which energy window keeps the true best candidate with
probability 0.95, and how many candidates reach the expensive method?

Result under test, for a library whose lower edge has density exp(E/tau)/tau:
  P(W) = integral phi(z) / (1 + A(z)) dz,
  A = exp(r*a + r^2/2)*Phi(a + r) - Phi(a),  a = z - W/sigma,  r = sigma/tau,
  mean number of survivors = exp(W/tau), with a geometric distribution.
sigma: standard deviation of the independent Gaussian errors of the cheap method
tau:   energy over which the number of candidates grows by a factor e
W:     window above the lowest cheap energy; phi, Phi: normal density and CDF
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import ndtr, ndtri

rng = np.random.default_rng(20417)
TARGET = 0.95
Z95 = ndtri(TARGET)
z_grid = np.linspace(-9.0, 9.0, 3601)
z_step = z_grid[1] - z_grid[0]


def normal_density(x):
    return np.exp(-0.5 * x**2) / np.sqrt(2.0 * np.pi)


def competitor_weight(z, w, r):
    a = z - w
    return np.exp(r * a + 0.5 * r**2) * ndtr(a + r) - ndtr(a)


def retention(w, r):
    """Probability of keeping the true best; w is the window over sigma."""
    values = normal_density(z_grid) / (1.0 + competitor_weight(z_grid, w, r))
    return float(np.sum(values) * z_step)


def window_over_sigma(r):
    if retention(0.0, r) >= TARGET:
        return 0.0
    return brentq(lambda w: retention(w, r) - TARGET, 0.0, 30.0)


def budget_count(mean_count):
    """Smallest count not exceeded with probability 0.95 (geometric law)."""
    if mean_count <= 1.0:
        return 1
    return int(np.ceil(np.log(1.0 - TARGET) / np.log1p(-1.0 / mean_count)))


def finite_survivors(cdf, size, window, grid):
    """Exact mean number within the window of the minimum of size draws."""
    none_below = np.exp(size * np.log1p(-cdf(grid)))
    weight = none_below[:-1] - none_below[1:]
    mid = 0.5 * (grid[:-1] + grid[1:])
    inside = (cdf(mid + window) - cdf(mid)) / (1.0 - cdf(mid))
    return 1.0 + (size - 1) * float(np.sum(weight * inside))


def noisy_exponential_cdf(r):
    """CDF of -T + r*n, T unit exponential, n standard normal (tau = 1)."""
    return lambda x: ndtr(x / r) + np.exp(x + 0.5 * r**2) * ndtr(-x / r - r)


# Test: closed form of the competitor weight against its defining integral.
for z, w, r in [(0.3, 1.0, 0.5), (2.0, 2.5, 1.0), (1.5, 3.0, 2.0)]:
    direct = quad(lambda y: r * np.exp(r * y) * ndtr(z - w - y), 0.0, 30.0)[0]
    assert abs(direct - competitor_weight(z, w, r)) < 1e-7

# Test: retention for fixed gaps against direct sampling of the errors.
gaps = np.array([0.1, 0.4, 0.6, 1.2])      # gaps to the best, over sigma
fixed_window = 1.0
product = np.prod(ndtr(fixed_window + gaps[:, None] - z_grid), axis=0)
fixed_formula = float(np.sum(normal_density(z_grid) * product) * z_step)
errors = rng.standard_normal((400000, 5))
rivals = errors[:, 1:] + gaps
fixed_sampled = np.mean(errors[:, 0] - rivals.min(axis=1) <= fixed_window)
assert abs(fixed_formula - fixed_sampled) < 0.004


def simulate(size, r, window, trials):
    """Sample whole libraries with tau = 1 and screen them."""
    chunk = max(1, 1000000 // size)
    excess, counts, shifts = [], [], []
    done = 0
    while done < trials:
        rows = min(chunk, trials - done)
        true = -rng.standard_exponential((rows, size))
        cheap = true + r * rng.standard_normal((rows, size))
        row = np.arange(rows)
        best = np.argmin(true, axis=1)
        lowest = cheap.min(axis=1)
        excess.append(cheap[row, best] - lowest)
        counts.append(np.sum(cheap <= lowest[:, None] + window, axis=1))
        shifts.append(lowest - true[row, best])
        done += rows
    return tuple(np.concatenate(part) for part in (excess, counts, shifts))


# Test: retention, survivor statistics and shift of the minimum by simulation.
# Tolerances are 4.5 standard errors of the samples.
sampled_main = None
for size, r, trials in [(10000, 1.0, 5000), (2000, 1.0, 10000),
                        (2000, 0.5, 10000), (20000, 1.5, 2000)]:
    w = window_over_sigma(r)
    mean_law = np.exp(r * w)
    excess, counts, shifts = simulate(size, r, r * w, trials)
    root = np.sqrt(trials)
    for trial_w in (0.0, w):
        expected = retention(trial_w, r)
        spread = np.sqrt(expected * (1.0 - expected))
        found = np.mean(excess <= r * trial_w)
        assert abs(found - expected) < 4.5 * spread / root
    assert abs(counts.mean() - mean_law) < 4.5 * counts.std() / root
    limit = budget_count(mean_law)
    covered = 1.0 - (1.0 - 1.0 / mean_law)**limit
    spread = np.sqrt(covered * (1.0 - covered))
    assert abs(np.mean(counts <= limit) - covered) < 4.5 * spread / root
    assert abs(shifts.mean() + 0.5 * r**2) < 4.5 * shifts.std() / root
    if sampled_main is None:
        sampled_main = (size, trials, np.mean(excess <= r * w), counts.mean(),
                        shifts.mean())

# Test: large-error estimate through the size of its leading correction.
large_r = 12.0
correction = (window_over_sigma(large_r) - Z95 - large_r / 2.0) * large_r**2
assert abs(correction / (Z95 * np.pi**2 / 6.0) - 1.0) < 0.05

# Worked example: round model parameters.
library_size = 100000
tau = 100.0             # meV
sigma = 100.0           # meV
cheap_cost = 0.1        # core-hours per candidate
expensive_cost = 200.0  # core-hours per candidate
rough_sigma = 200.0     # meV
rough_cost = 0.01       # core-hours per candidate

r_main = sigma / tau
w_main = window_over_sigma(r_main)
window = w_main * sigma
survivors = np.exp(window / tau)
first_stage = library_size * cheap_cost
second_stage = survivors * expensive_cost
kj_per_mev = 1e-3 * constants.e * constants.N_A / 1e3
no_window_ratio = brentq(lambda r: retention(0.0, r) - TARGET, 0.01, 0.5)

# Gaussian library with its local edge energy matched to tau.
edge = ndtri(1.0 / library_size)
tail = (1.0 / library_size) / normal_density(edge)  # tau over library spread
g_sigma = r_main * tail
g_window = w_main * g_sigma
m = np.linspace(-8.0, -2.8, 261)
zg = np.linspace(-7.0, 7.0, 281)
gap = np.linspace(0.0, 4.0, 1001)
kernel = ndtr(zg[:, None] - (g_window + gap[None, :]) / g_sigma)
loss = simpson(normal_density(m[:, None, None] + gap[None, None, ::4])
               * kernel[None, :, ::4], x=gap[::4], axis=2)
survive = np.exp((library_size - 1) * np.log1p(-ndtr(m)[:, None] - loss))
over_z = simpson(survive * normal_density(zg)[None, :], x=zg, axis=1)
g_retention = simpson(library_size * normal_density(m) * over_z, x=m)
g_width = np.sqrt(1.0 + g_sigma**2)
g_survivors = finite_survivors(lambda x: ndtr(x / g_width), library_size,
                               g_window, np.linspace(-9.0, -2.0, 20001))
# The curved Gaussian edge differs from the exponential one at finite size.
assert abs(g_retention - TARGET) < 0.02
assert abs(g_survivors / survivors - 1.0) < 0.35

print(f"library size N = {library_size} candidates")
print(f"edge energy tau = {tau:.0f} meV")
print(f"cheap-method error sigma = {sigma:.0f} meV")
print(f"ratio r = sigma/tau = {r_main:.2f}")
print(f"one-sided 95 percent normal quantile = {Z95:.4f}")
print(f"retention with zero window = {retention(0.0, r_main):.4f}")
print(f"retention with W = 1.645 sigma = {retention(Z95, r_main):.4f}")
print(f"largest sigma/tau needing no window = {no_window_ratio:.4f}")
print(f"W95/sigma = {w_main:.4f}")
print(f"window W95 = {window:.1f} meV")
print(f"window W95 converted = {window * kj_per_mev:.2f} kJ/mol")
print(f"retention at W95 = {retention(w_main, r_main):.4f}")
print(f"mean survivors exp(W95/tau) = {survivors:.2f} candidates")
print(f"95 percent budget = {budget_count(survivors)} candidates")
print(f"cheap cost per candidate = {cheap_cost:.2f} core-hours")
print(f"expensive cost per candidate = {expensive_cost:.0f} core-hours")
print(f"cheap stage = {first_stage:.0f} core-hours")
print(f"mean expensive stage = {second_stage:.0f} core-hours")
print(f"mean total = {first_stage + second_stage:.0f} core-hours")
budget_cost = budget_count(survivors) * expensive_cost
print(f"95 percent expensive budget = {budget_cost:.0f} core-hours")
brute = library_size * expensive_cost
print(f"expensive method on all candidates = {brute:.3e} core-hours")

print("scan of sigma at fixed tau and N:")
for s in (50.0, 100.0, 150.0, 200.0):
    r = s / tau
    w = window_over_sigma(r)
    mean_count = np.exp(r * w)
    finite = finite_survivors(noisy_exponential_cdf(r), library_size, r * w,
                              np.linspace(-45.0, -3.0, 40001))
    # The finite library lacks part of the ideal edge at large sigma.
    assert abs(finite / mean_count - 1.0) < 0.10
    simple = Z95 * s + s**2 / (2.0 * tau)
    print(f" sigma {s:.0f} meV: W95 {w * s:.1f} meV, "
          f"simple estimate {simple:.1f} meV")
    print(f"  survivors: law {mean_count:.2f}, finite N {finite:.2f}; "
          f"expensive stage {mean_count * expensive_cost:.0f} core-hours")

r_rough = rough_sigma / tau
rough_count = np.exp(r_rough * window_over_sigma(r_rough))
rough_first = library_size * rough_cost
rough_total = rough_first + rough_count * expensive_cost
assert rough_total > first_stage + second_stage
print(f"rougher method: sigma = {rough_sigma:.0f} meV, "
      f"cost = {rough_cost:.2f} core-hours per candidate")
print(f"rougher method, cheap stage = {rough_first:.0f} core-hours")
print(f"rougher method, mean total = {rough_total:.0f} core-hours")

print(f"simulation: N = {sampled_main[0]}, libraries = {sampled_main[1]}")
print(f" sampled retention = {sampled_main[2]:.4f}")
print(f" sampled mean survivors = {sampled_main[3]:.2f} candidates")
print(f" sampled shift of minimum = {sampled_main[4] * tau:.1f} meV")
print(f" predicted shift of minimum = {-sigma**2 / (2 * tau):.1f} meV")
print(f"Gaussian library spread for same tau = {tau / tail:.1f} meV")
print(f" retention with the same window = {g_retention:.4f}")
print(f" mean survivors with the same window = {g_survivors:.2f} candidates")
print(f"large-r correction times r^2 at r = 12: {correction:.3f}")
print(f" its predicted limit = {Z95 * np.pi**2 / 6.0:.3f}")
print("no test failed")
```

Printed output:

```
library size N = 100000 candidates
edge energy tau = 100 meV
cheap-method error sigma = 100 meV
ratio r = sigma/tau = 1.00
one-sided 95 percent normal quantile = 1.6449
retention with zero window = 0.5387
retention with W = 1.645 sigma = 0.8958
largest sigma/tau needing no window = 0.0902
W95/sigma = 2.1755
window W95 = 217.5 meV
window W95 converted = 20.99 kJ/mol
retention at W95 = 0.9500
mean survivors exp(W95/tau) = 8.81 candidates
95 percent budget = 25 candidates
cheap cost per candidate = 0.10 core-hours
expensive cost per candidate = 200 core-hours
cheap stage = 10000 core-hours
mean expensive stage = 1761 core-hours
mean total = 11761 core-hours
95 percent expensive budget = 5000 core-hours
expensive method on all candidates = 2.000e+07 core-hours
scan of sigma at fixed tau and N:
 sigma 50 meV: W95 80.1 meV, simple estimate 94.7 meV
  survivors: law 2.23, finite N 2.23; expensive stage 446 core-hours
 sigma 100 meV: W95 217.5 meV, simple estimate 214.5 meV
  survivors: law 8.81, finite N 8.81; expensive stage 1761 core-hours
 sigma 150 meV: W95 380.5 meV, simple estimate 359.2 meV
  survivors: law 44.91, finite N 44.90; expensive stage 8981 core-hours
 sigma 200 meV: W95 564.8 meV, simple estimate 529.0 meV
  survivors: law 283.64, finite N 276.19; expensive stage 56728 core-hours
rougher method: sigma = 200 meV, cost = 0.01 core-hours per candidate
rougher method, cheap stage = 1000 core-hours
rougher method, mean total = 57728 core-hours
simulation: N = 10000, libraries = 5000
 sampled retention = 0.9500
 sampled mean survivors = 9.01 candidates
 sampled shift of minimum = -49.5 meV
 predicted shift of minimum = -50.0 meV
Gaussian library spread for same tau = 447.9 meV
 retention with the same window = 0.9525
 mean survivors with the same window = 7.20 candidates
large-r correction times r^2 at r = 12: 2.689
 its predicted limit = 2.706
no test failed
```
